# Symmetrising density and magnetisation under a magnetic point group: verification in Python

```python
"""
Result under test: under a magnetic point group with operations (R, s), s = -1
if time reversal is included, the density n and the spin field m transform as
    n(r) -> n(R^-1 r),     m(r) -> s det(R) R m(R^-1 r)   (axial, time-odd).
The group average of these images is the symmetrised field. Omitting det(R)
(the polar rule) destroys a symmetric m if the group has improper operations.

Model, Hartree atomic units, three electrons in the lowest spinors of
  H = p^2/2 + (x^2 + y^2 + k z^2)/2 + alpha x^2 y^2
      + lam sigma.(u x p) - b sigma_z,    u = (x, y, k z)
  contamination: eps (sigma.p + x)
n = sum psi^+ psi and m = sum psi^+ sigma psi, both in bohr^-3.
"""
import itertools
import math
import numpy as np
from scipy.linalg import eigh, expm
from scipy.spatial.transform import Rotation

K_Z, ALPHA, LAM, B_FIELD = 2.0, 0.2, 0.2, 0.3
N_EL, EPS = 3, 0.02
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def hamiltonian(nb, eps=0.0):
    """Matrix in products of nb oscillator functions per axis; spin index first."""
    big = nb + 4
    low = np.diag(np.sqrt(np.arange(1, big)), 1)
    xb = (low + low.T) / np.sqrt(2)
    pb = 1j * (low.T - low) / np.sqrt(2)
    one = np.eye(nb)
    x, p = xb[:nb, :nb], pb[:nb, :nb]
    x2, p2 = (xb @ xb)[:nb, :nb], (pb @ pb)[:nb, :nb]

    def prod(a, b, c):
        return np.kron(np.kron(a, b), c)

    h1, hz = (p2 + x2) / 2, (p2 + K_Z * x2) / 2
    scalar = (prod(h1, one, one) + prod(one, h1, one) + prod(one, one, hz)
              + ALPHA * prod(x2, x2, one) + eps * prod(x, one, one))
    cross = [prod(one, x, p) - K_Z * prod(one, p, x),
             K_Z * prod(p, one, x) - prod(x, one, p),
             prod(x, p, one) - prod(p, x, one)]
    mom = [prod(p, one, one), prod(one, p, one), prod(one, one, p)]
    h = np.kron(np.eye(2), scalar) - B_FIELD * np.kron(SIGMA[2], np.eye(nb**3))
    for i in range(3):
        h = h + np.kron(SIGMA[i], LAM * cross[i] + eps * mom[i])
    return h


def oscillator_functions(nb, x):
    h = np.zeros((nb, len(x)))
    h[0] = math.pi**-0.25 * np.exp(-x**2 / 2)
    h[1] = np.sqrt(2) * x * h[0]
    for n in range(2, nb):
        h[n] = np.sqrt(2 / n) * x * h[n-1] - np.sqrt((n-1) / n) * h[n-2]
    return h


def fields(coef, x):
    """n and m on the grid from coefficients [spin, nx, ny, nz, orbital]."""
    h = oscillator_functions(coef.shape[1], x)
    psi = np.einsum('sabcn,ai,bj,ck->sijkn', coef, h, h, h, optimize=True)
    up, dn = psi
    ud = np.sum(up.conj() * dn, axis=-1)
    nu, nd = np.sum(abs(up)**2, axis=-1), np.sum(abs(dn)**2, axis=-1)
    return (nu + nd)[None], np.array([2 * ud.real, 2 * ud.imag, nu - nd])


def solve(nb, eps, x):
    e, v = eigh(hamiltonian(nb, eps), subset_by_index=[0, N_EL])
    n, m = fields(v[:, :N_EL].reshape(2, nb, nb, nb, N_EL), x)
    return e, n, m


def signed_permutation(R):
    perm = np.argmax(abs(R), axis=0)
    return perm, R[perm, np.arange(3)]


def move(field, R):
    """field(R^-1 r) on a cubic grid symmetric about the origin."""
    perm, sign = signed_permutation(R)
    flips = [j + 1 for j in range(3) if sign[j] < 0]
    f = np.flip(field, axis=flips) if flips else field
    return np.transpose(f, [0] + [int(a) + 1 for a in np.argsort(perm)])


def transform_spinor(coef, R, s):
    """Operation on spinor coefficients [spin, nx, ny, nz, column]."""
    perm, sign = signed_permutation(R)
    nb = coef.shape[1]
    c = coef
    for j in range(3):
        shape = [1] * 5
        shape[j + 1] = nb
        c = c * (sign[j] ** np.arange(nb)).reshape(shape)
    c = np.transpose(c, [0] + [int(a) + 1 for a in np.argsort(perm)] + [4])
    rotvec = Rotation.from_matrix(np.linalg.det(R) * R).as_rotvec()
    spin = expm(-0.5j * np.einsum('i,iab->ab', rotvec, SIGMA))
    if s < 0:
        c = c.conj()
        spin = spin @ (-1j * SIGMA[1])
    return np.einsum('st,tabcn->sabcn', spin, c)


def det(R):
    return round(np.linalg.det(R))


def act(m, R, s, axial=True, odd=True):
    factor = (det(R) if axial else 1) * (s if odd else 1)
    return factor * np.einsum('ij,jabc->iabc', R, move(m, R))


def average(m, group, axial=True, odd=True):
    return sum(act(m, R, s, axial, odd) for R, s in group) / len(group)


def average_density(n, group):
    return sum(move(n, R) for R, s in group) / len(group)


def orbit_symmetrise(n, m, group):
    """Average at one representative per orbit, then scatter to its images."""
    size = n.size
    index = np.arange(size).reshape(n.shape)
    source = np.array([move(index, R).ravel() for R, s in group])
    is_rep = source.min(axis=0) == np.arange(size)
    reps = np.flatnonzero(is_rep)
    nf, mf = n.ravel(), m.reshape(3, size)
    navg, mavg = np.zeros(size), np.zeros((3, size))
    for (R, s), src in zip(group, source):
        navg[reps] += nf[src[reps]] / len(group)
        mavg[:, reps] += s * det(R) * R @ mf[:, src[reps]] / len(group)
    nout, mout = np.full(size, np.nan), np.full((3, size), np.nan)
    for (R, s), src in zip(group, source):
        hit = is_rep[src]
        nout[hit] = navg[src[hit]]
        mout[:, hit] = s * det(R) * R @ mavg[:, src[hit]]
    return nout.reshape(n.shape), mout.reshape(m.shape), len(reps)


# Candidate operations: all signed permutations, with and without time reversal
candidates = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1.0, -1.0], repeat=3):
        R = np.zeros((3, 3))
        R[list(perm), range(3)] = signs
        candidates += [(R, 1), (R, -1)]

# Transformation law compared with the definition on a random spinor
rng = np.random.default_rng(4)
rand = rng.normal(size=(2, 4, 4, 4, 1)) + 1j * rng.normal(size=(2, 4, 4, 4, 1))
xs = np.linspace(-2, 2, 9)
n_r, m_r = fields(rand, xs)
law_error, polar_law_error = 0.0, []
for R, s in candidates:
    n_g, m_g = fields(transform_spinor(rand, R, s), xs)
    law_error = max(law_error, np.max(abs(n_g - move(n_r, R))),
                    np.max(abs(m_g - act(m_r, R, s))))
    if det(R) < 0:
        wrong = act(m_r, R, s, axial=False)
        polar_law_error.append(np.linalg.norm(wrong - m_g) / np.linalg.norm(m_g))
assert law_error < 1e-10
assert np.allclose(polar_law_error, 2.0)

# Magnetic group found from invariance of the Hamiltonian matrix
h_small = hamiltonian(4)
dim = len(h_small)
assert np.allclose(h_small, h_small.conj().T)
group = []
for R, s in candidates:
    M = transform_spinor(np.eye(dim).reshape(2, 4, 4, 4, dim), R, s)
    M = M.reshape(dim, dim)
    image = M @ (h_small if s > 0 else h_small.conj()) @ M.conj().T
    if np.max(abs(image - h_small)) < 1e-10:
        group.append((R, s))
assert len(group) == 16
counts = {(d, s): sum(det(R) == d and t == s for R, t in group)
          for d in (1, -1) for s in (1, -1)}

# Clean and contaminated fields
x = np.linspace(-6, 6, 31)
dv = (x[1] - x[0])**3
X, Y, Z = np.meshgrid(x, x, x, indexing='ij')


def norm(f):
    return np.sqrt(np.sum(f**2) * dv)


def moment(m):
    return np.sum(m, axis=(1, 2, 3)) * dv


def toroidal(m):
    return 0.5 * np.sum(X * m[1] - Y * m[0]) * dv


def dipole(n):
    return np.sum(X * n[0]) * dv


NB = 8
levels, n0, m0 = solve(NB, 0.0, x)
_, n1, m1 = solve(NB, EPS, x)
_, n2, m2 = solve(NB, EPS / 2, x)
levels6, _, m0_6 = solve(6, 0.0, x)
basis_change = abs(moment(m0_6)[2] - moment(m0)[2])
assert levels[N_EL] - levels[N_EL - 1] > 0.1
assert abs(np.sum(n0) * dv - N_EL) < 1e-5
assert basis_change < 5e-3
assert norm(m0[:2]) > 1e-3 * norm(m0)

# Clean field: only the axial, time-odd rule preserves it
rules = {(a, o): average(m0, group, a, o)
         for a in (True, False) for o in (True, False)}
assert norm(rules[True, True] - m0) < 1e-8
assert norm(average_density(n0, group) - n0) < 1e-8
for key, value in rules.items():
    if key != (True, True):
        assert norm(value) < 1e-8

# Groups in which a wrong rule is not detected
proper = [(R, s) for R, s in group if det(R) > 0]
polar_axis = [(R, s) for R, s in group if R[2, 2] > 0]
assert len(proper) == 8 and len(polar_axis) == 8
assert norm(average(m0, proper, axial=False) - m0) < 1e-8
double_mistake = average(m0, polar_axis, axial=False, odd=False)
assert norm(double_mistake - m0) < 1e-8
assert norm(average(m0, polar_axis, axial=False)) < 1e-8

# Contaminated field: projector properties and the polar error
good, polar = average(m1, group), average(m1, group, axial=False)
good2, polar2 = average(m2, group), average(m2, group, axial=False)
n_good, n_good2 = average_density(n1, group), average_density(n2, group)
assert norm(average(good, group) - good) < 1e-11
assert norm(average(polar, group)) < 1e-11
assert abs(np.sum(good * (m1 - good)) * dv) < 1e-11
assert abs(norm(polar - good)**2 - norm(polar)**2 - norm(good)**2) < 1e-11
assert abs(moment(good)[2] - moment(m1)[2]) < 1e-10
assert abs(np.sum(n_good - n1) * dv) < 1e-10
assert np.max(abs(moment(polar))) < 1e-10
assert abs(toroidal(good)) < 1e-10
assert abs(toroidal(polar) - toroidal(m1)) < 1e-10
assert abs(toroidal(m1)) > 1e-4

order_in = np.log2(norm(m1 - m0) / norm(m2 - m0))
order_good = np.log2(norm(good - m0) / norm(good2 - m0))
order_polar = np.log2(norm(polar) / norm(polar2))
order_n = np.log2(norm(n_good - n0) / norm(n_good2 - n0))
# Next-order terms in eps shift the finite-step exponents slightly
assert abs(order_in - 1) < 0.05 and abs(order_polar - 1) < 0.05
assert abs(order_good - 2) < 0.05 and abs(order_n - 2) < 0.05

# Mirror plane z = 0: correct field is normal to it, polar field lies in it
mid = len(x) // 2
assert np.max(abs(good[:2, :, :, mid])) < 1e-12
assert np.max(abs(polar[2, :, :, mid])) < 1e-12

# Orbit algorithm compared with the direct average
n_orb, m_orb, n_reps = orbit_symmetrise(n1, m1, group)
assert np.max(abs(n_orb - n_good)) < 1e-12
assert np.max(abs(m_orb - good)) < 1e-12


def vec(v):
    return "(" + ", ".join(f"{a + 0.0:.6f}" for a in v) + ")"


print("Hartree atomic units; m in bohr^-3; moments of m_z dimensionless")
print(f"k = {K_Z}, alpha = {ALPHA}, lambda = {LAM}, b = {B_FIELD}, eps = {EPS}")
print(f"electrons: {N_EL}; oscillator functions per axis: {NB}")
print(f"grid: {len(x)}^3 = {n0.size} points, spacing {x[1]-x[0]:.2f} bohr")
print(f"candidate operations: {len(candidates)}; group order: {len(group)}")
print(f"unitary proper, improper: {counts[1, 1]}, {counts[-1, 1]}")
print(f"antiunitary proper, improper: {counts[1, -1]}, {counts[-1, -1]}")
print(f"largest deviation from axial law, random spinor: {law_error:.1e} bohr^-3")
print(f"relative error of polar law, one improper op: {polar_law_error[0]:.4f}")
print("lowest four levels (hartree): " + ", ".join(f"{e:.5f}" for e in levels))
print(f"change of net moment, 6 to 8 functions per axis: {basis_change:.1e}")
print("CLEAN FIELD")
print(f"integral of m_z: {moment(m0)[2]:.5f}")
print(f"L2 norm of m: {norm(m0):.5f} bohr^-3/2")
print(f"L2 norm of in-plane part of m: {norm(m0[:2]):.5f} bohr^-3/2")
for (a, o), value in rules.items():
    name = ("axial" if a else "polar") + (", time-odd" if o else ", time-even")
    print(f"integral of m_z after {name} rule: {abs(moment(value)[2]):.5f}")
print(f"4m'm' subgroup, polar time-even rule: {moment(double_mistake)[2]:.5f}")
print("CONTAMINATED FIELD")
for name, f in (("input", m1), ("axial", good), ("polar", polar)):
    print(f"{name}: integral of m = {vec(moment(f))}")
    print(f"{name}: toroidal moment z = {toroidal(f) + 0.0:.6f} bohr")
    print(f"{name}: |field - clean| / |clean| = {norm(f - m0) / norm(m0):.6f}")
print(f"L2 norm of polar result: {norm(polar):.6f} bohr^-3/2")
print(f"exponents in eps: input error {order_in:.3f}, axial error {order_good:.3f}")
print(f"exponents in eps: polar residue {order_polar:.3f}, density {order_n:.3f}")
print(f"integral of x n, input: {dipole(n1):.6f} bohr")
print(f"integral of x n, symmetrised: {abs(dipole(n_good)):.6f} bohr")
for shift in ((2, 1, 2), (2, 1, 0)):
    i, j, k = (mid + a for a in shift)
    print(f"m at r = ({x[i]:.1f}, {x[j]:.1f}, {abs(x[k]):.1f}) bohr, in bohr^-3:")
    for name, f in (("clean", m0), ("input", m1), ("axial", good),
                    ("polar", polar)):
        print(f"  {name}: {vec(f[:, i, j, k])}")
print(f"orbit representatives: {n_reps} of {n0.size} points")
print("PASS")
```

It prints:

```
Hartree atomic units; m in bohr^-3; moments of m_z dimensionless
k = 2.0, alpha = 0.2, lambda = 0.2, b = 0.3, eps = 0.02
electrons: 3; oscillator functions per axis: 8
grid: 31^3 = 29791 points, spacing 0.40 bohr
candidate operations: 96; group order: 16
unitary proper, improper: 4, 4
antiunitary proper, improper: 4, 4
largest deviation from axial law, random spinor: 1.1e-14 bohr^-3
relative error of polar law, one improper op: 2.0000
lowest four levels (hartree): 1.44867, 2.04651, 2.19674, 2.48346
change of net moment, 6 to 8 functions per axis: 4.7e-05
CLEAN FIELD
integral of m_z: 0.81266
L2 norm of m: 0.19958 bohr^-3/2
L2 norm of in-plane part of m: 0.09255 bohr^-3/2
integral of m_z after axial, time-odd rule: 0.81266
integral of m_z after axial, time-even rule: 0.00000
integral of m_z after polar, time-odd rule: 0.00000
integral of m_z after polar, time-even rule: 0.00000
4m'm' subgroup, polar time-even rule: 0.81266
CONTAMINATED FIELD
input: integral of m = (0.000000, -0.000404, 0.812027)
input: toroidal moment z = -0.031985 bohr
input: |field - clean| / |clean| = 0.053780
axial: integral of m = (-0.000000, 0.000000, 0.812027)
axial: toroidal moment z = -0.000000 bohr
axial: |field - clean| / |clean| = 0.001893
polar: integral of m = (-0.000000, 0.000000, 0.000000)
polar: toroidal moment z = -0.031985 bohr
polar: |field - clean| / |clean| = 1.001099
L2 norm of polar result: 0.009358 bohr^-3/2
exponents in eps: input error 1.000, axial error 2.001
exponents in eps: polar residue 0.999, density 2.000
integral of x n, input: -0.054355 bohr
integral of x n, symmetrised: 0.000000 bohr
m at r = (0.8, 0.4, 0.8) bohr, in bohr^-3:
  clean: (-0.029050, -0.014361, 0.025415)
  input: (-0.028171, -0.015413, 0.026103)
  axial: (-0.028958, -0.014315, 0.025409)
  polar: (0.000811, -0.001628, 0.000017)
m at r = (0.8, 0.4, 0.0) bohr, in bohr^-3:
  clean: (0.000000, -0.000000, 0.076645)
  input: (0.001440, -0.003036, 0.077270)
  axial: (0.000000, 0.000000, 0.076574)
  polar: (0.001511, -0.003008, 0.000000)
orbit representatives: 2176 of 29791 points
PASS
```
